# Angle-averaged Poole-Frenkel emission from a Coulomb trap, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The emission factor and its one-dimensional counterpart

### Result

A Coulomb trap holds one electron behind a zero-field barrier $\Phi$. A uniform field lowers the barrier by $\Delta$ along the direction in which it pushes the electron. With $\gamma=\Delta/kT$, the three-dimensional emission rate in Hartke's model is

$$
e_{3D}=\nu e^{-\Phi/kT}R(\gamma),\qquad
R(\gamma)=\frac12+\frac{1+(\gamma-1)e^{\gamma}}{\gamma^2}.
$$

Here $\nu$ is the attempt rate. The one-dimensional Frenkel rate replaces $R$ by $e^\gamma$. At high field, $\gamma\gg1$,

$$
\frac{R}{e^\gamma}\simeq\frac{\gamma-1}{\gamma^2}\simeq\frac1\gamma .
$$

Both rates contain the same leading exponential. The three-dimensional rate is smaller because directions away from the field axis have higher barriers.

The result rests on five assumptions. The electron escapes classically over the top of the barrier. Each direction is treated as a separate straight ray. The attempt rate is independent of field and is spread equally over solid angle. The lowering is smaller than $\Phi$. Finally, the hemisphere against the force keeps its zero-field rate. This last assumption is a closure of the model and does not follow from the potential, as shown below.

### Potential and ray barriers

Atomic units are used in the algebra, so $\hbar$, the electron mass and the elementary charge are one, and $kT$ is an energy. The emptied trap has charge $+Z$, and the medium has relative permittivity $\varepsilon$. Let $F>0$ be the magnitude of the force on the electron, and let the $z$ axis point along this force, which is opposite to the electric field vector. At distance $r$ and polar angle $\theta$ the electron energy is

$$
U(r,\theta)=-\frac{Z}{\varepsilon r}-Fr\cos\theta .
$$

The first term is the attraction to the emptied trap. The second falls in the direction of the force. A trap that is neutral when filled has $Z=1$. The trap level is held at $-\Phi$: the linear potential vanishes at the trap centre, and the polarization of the bound state by the field is neglected.

Write $c=\cos\theta$ and take $c>0$. Along a fixed ray,

$$
\frac{dU}{dr}=\frac{Z}{\varepsilon r^2}-Fc .
$$

Setting this to zero gives the barrier position

$$
r_m(\theta)=\sqrt{\frac{Z}{\varepsilon Fc}} .
$$

The second derivative, $-2Z/(\varepsilon r^3)$, is negative, so the stationary point is a maximum. At this distance the two parts of the energy are equal:

$$
\frac{Z}{\varepsilon r_m}
=\frac Z\varepsilon\sqrt{\frac{\varepsilon Fc}{Z}}
=\sqrt{\frac{ZFc}{\varepsilon}},
\qquad
Fcr_m=Fc\sqrt{\frac{Z}{\varepsilon Fc}}
=\sqrt{\frac{ZFc}{\varepsilon}} .
$$

Hence

$$
U(r_m,\theta)=-2\sqrt{\frac{ZFc}{\varepsilon}}
=-\Delta\sqrt c,\qquad
\Delta=2\sqrt{\frac{ZF}{\varepsilon}} .
$$

Without the field the electron must reach $U=0$ from $-\Phi$. With the field it must reach $-\Delta\sqrt c$, so the forward barrier is

$$
B(\theta)=\Phi-\Delta\sqrt{\cos\theta},\qquad
0\le\theta<\frac\pi2 .
$$

At $c=0$ the energy rises towards zero as $r\to\infty$, and the barrier height is $\Phi$. For $c<0$ both terms of $dU/dr$ are positive. The energy then rises without bound, and an electron confined to such a ray would never escape. Hartke's closure assigns the barrier $\Phi$ to the whole backward hemisphere. This joins continuously to the forward barrier at $\theta=\pi/2$ and restores the zero-field rate when $F=0$.

### Angular average

The attempt rate into solid angle $d\Omega$ is $\nu\,d\Omega/4\pi$. Multiplying it by the Boltzmann factor for the barrier in that direction and integrating gives

$$
e_{3D}=\frac{\nu}{4\pi}\int e^{-B(\theta)/kT}\,d\Omega .
$$

The azimuthal integral gives $2\pi$, and $\sin\theta\,d\theta$ becomes $du$ with $u=\cos\theta$ and limits in increasing order. After removal of $\nu e^{-\Phi/kT}$,

$$
R=\frac12\left[\int_{-1}^{0}du+\int_0^1e^{\gamma\sqrt u}\,du\right]
=\frac12+\frac12\int_0^1e^{\gamma\sqrt u}\,du .
$$

Set $u=s^2$, so $du=2s\,ds$. The factor two cancels the one half:

$$
R=\frac12+I,\qquad I=\int_0^1se^{\gamma s}\,ds .
$$

Integration by parts differentiates $s$ and integrates the exponential:

$$
I=\left[\frac{se^{\gamma s}}{\gamma}\right]_0^1
-\frac1\gamma\int_0^1e^{\gamma s}\,ds
=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}
=\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.
$$

Adding the backward contribution $1/2$ gives the stated $R$.

### Weak field and stable evaluation

The denominator $\gamma^2$ does not signal a divergence. Expanding the exponential inside $I$ and integrating each power gives

$$
I=\sum_{n=0}^{\infty}\frac{\gamma^n}{n!}\int_0^1s^{n+1}ds
=\sum_{n=0}^{\infty}\frac{\gamma^n}{n!(n+2)} .
$$

Therefore

$$
R=1+\frac\gamma3+\frac{\gamma^2}{8}+\frac{\gamma^3}{30}
+\frac{\gamma^4}{144}+\cdots .
$$

The Frenkel factor begins as $1+\gamma$. The coefficient $1/3$ is the average of $\sqrt{\cos\theta}$ over the forward hemisphere, $2/3$, multiplied by that hemisphere's share of all directions, $1/2$.

This linear term depends on the closure. If the backward barrier were instead raised by $\Delta\sqrt{|\cos\theta|}$, the forward and backward linear terms would cancel. The weak-field coefficient is therefore a property of the chosen model. The high-field form is much less sensitive, because the backward term is then a small part of $R$.

In floating-point arithmetic the closed numerator loses digits at small $\gamma$, since it is a difference of order $\gamma^2/2$ between terms of order one. The displayed series can be used for $\gamma<0.01$, where the first omitted term, $\gamma^5/840$, is below $2\times10^{-13}$. At large $\gamma$ the exponential can overflow, and the logarithm should be formed as

$$
\ln R=\gamma+\ln\left[\frac{\gamma-1}{\gamma^2}
+e^{-\gamma}\left(\frac12+\frac1{\gamma^2}\right)\right].
$$

This is the closed formula with $e^\gamma$ taken out.

### High field and the meaning of one dimension

Dividing $R$ by the Frenkel factor gives, without approximation within the model,

$$
Q=\frac{R}{e^\gamma}
=\frac{\gamma-1}{\gamma^2}
+e^{-\gamma}\left(\frac12+\frac1{\gamma^2}\right).
$$

For $\gamma\gg1$ the second term is exponentially small. The first term should be kept whole at moderate $\gamma$: replacing it by $1/\gamma$ overestimates it by the relative amount

$$
\frac{1/\gamma}{(\gamma-1)/\gamma^2}-1=\frac1{\gamma-1}.
$$

The Frenkel rate gives all attempts to the most favourable direction. A line with two ends can instead receive half of the attempts at each end. If its backward end keeps the zero-field barrier, its factor is

$$
R_{1D,2}=\frac{1+e^\gamma}{2},\qquad
\frac{R}{R_{1D,2}}=\frac{2Q}{1+e^{-\gamma}}
\longrightarrow\frac{2(\gamma-1)}{\gamma^2}.
$$

The leading ratio is now $2/\gamma$. A comparison between dimensions must therefore state how the attempts are normalized. The factor two comes from this normalization, while the dependence $1/\gamma$ comes from the angular spread of barriers.

### The emission cone

Near the axis, $\cos\theta\simeq1-\theta^2/2$, and the square root gives

$$
\sqrt{\cos\theta}\simeq1-\frac{\theta^2}{4}.
$$

For $\gamma\gg1$ the forward integral is dominated by small angles, with $\sin\theta\simeq\theta$:

$$
I\simeq\frac{e^\gamma}{2}\int_0^\infty\theta
e^{-\gamma\theta^2/4}\,d\theta
=\frac{e^\gamma}{2}\frac2\gamma=\frac{e^\gamma}{\gamma}.
$$

The upper limit may be extended to infinity because large angles are exponentially suppressed. Emission thus acts as if a solid angle $4\pi/\gamma$ had the full axial lowering.

In the same approximation the fraction emitted within $\theta$ is $1-e^{-\gamma\theta^2/4}$. Setting it to one half gives

$$
\theta_{1/2}\simeq2\sqrt{\frac{\ln2}{\gamma}} .
$$

At finite $\gamma$ the antiderivative of $se^{\gamma s}$ is $(\gamma s-1)e^{\gamma s}/\gamma^2$. The value $s_h$ that divides the forward integral into equal parts obeys

$$
(\gamma s_h-1)e^{\gamma s_h}
=\frac12\left[(\gamma-1)e^\gamma-1\right],\qquad
\theta_{1/2}=\arccos(s_h^2).
$$

### Slope, permittivity and activation energy

A Poole-Frenkel plot uses $\sqrt F$ as its horizontal coordinate. At fixed temperature and permittivity, $\gamma\propto\sqrt F$. Differentiating $I$ under the integral gives

$$
\frac{dR}{d\gamma}=\int_0^1s^2e^{\gamma s}\,ds
=\frac{e^\gamma}{\gamma}-\frac{2I}{\gamma}
=\frac{(\gamma^2-2\gamma+2)e^\gamma-2}{\gamma^3}.
$$

Define the local slope $m=d\ln R/d\gamma$. The Frenkel slope is one. Since $s^2<s$ inside the interval, $dR/d\gamma<I<R$, and hence $m<1$ for every positive $\gamma$. At high field, dropping the exponentially small terms gives

$$
\ln R\simeq\gamma+\ln(\gamma-1)-2\ln\gamma,\qquad
m\simeq1+\frac1{\gamma-1}-\frac2\gamma .
$$

Suppose that the plotted quantity is proportional to the emission rate. A steady bulk current need not be: it also depends on trap occupancy, and the degree of compensation can reduce the slope to as little as one half of the value used here. The slope of its natural logarithm against $\sqrt F$ is $m\beta/kT$, where $\beta=2\sqrt{Z/\varepsilon}$. A one-dimensional reading equates this to $2\sqrt{Z/\varepsilon_{app}}/kT$, so

$$
\varepsilon_{app}=\frac{\varepsilon}{m^2}>\varepsilon .
$$

The angular average also changes the activation energy. At fixed field, with $\nu$, $\Phi$ and $\varepsilon$ independent of temperature,

$$
E_a=-\frac{d\ln e_{3D}}{d(1/kT)}=\Phi-m\Delta .
$$

The Frenkel value is $\Phi-\Delta$. The difference, $(1-m)\Delta$, is not the same as $kT\ln(e^\gamma/R)$. The latter is the barrier increase that would reproduce the whole rate reduction at one temperature, whereas part of that reduction acts as a prefactor in an Arrhenius plot.

## Part 2. Saddle flux, example and range of use

The symbols carried over are the force $F$, trap charge $Z$, permittivity $\varepsilon$, zero-field barrier $\Phi$ and axial lowering $\Delta=2\sqrt{ZF/\varepsilon}$. With $\gamma=\Delta/kT$, the Frenkel factor is $e^\gamma$ and the angular average is $R=1/2+[1+(\gamma-1)e^\gamma]/\gamma^2$. Its logarithmic slope is $m=d\ln R/d\gamma$. The ray maximum on the field axis lies at $r_s=\sqrt{Z/(\varepsilon F)}$.

### What a fixed attempt rate leaves out

A maximum along a ray need not be a stationary point in space. Where $\cos\theta>0$ and $\theta\ne0$, the force has a component across the ray, so the only stationary point is the one on the axis. Let $\rho$ be the distance from the axis in the plane $z=r_s$. For $\rho\ll r_s$,

$$
-\frac{Z}{\varepsilon\sqrt{r_s^2+\rho^2}}
\simeq-\frac{Z}{\varepsilon r_s}
+\frac{Z\rho^2}{2\varepsilon r_s^3}.
$$

The transverse curvature is $Z/(\varepsilon r_s^3)$, which is positive. The axial curvature is $-2Z/(\varepsilon r_s^3)$, so the point is a saddle. Since $Z/(\varepsilon r_s)=\Delta/2$, the transverse energy is $\Delta\rho^2/(4r_s^2)$. With $\rho\simeq r_s\theta$ this is $\Delta\theta^2/4$, the energy that sets the width of Hartke's cone.

The prefactor is a separate matter. Suppose that classical electrons are in thermal equilibrium up to the sphere $r=r_s$, and that the well's partition function does not depend on field. The one-way flux through the sphere is then proportional to the area integral of $e^{-U/kT}$. Both $Z/(\varepsilon r_s)$ and $Fr_s$ equal $\Delta/2$, so on the sphere

$$
U=-\frac\Delta2(1+u),\qquad u=\cos\theta,
$$

$$
S=2\pi r_s^2\int_{-1}^{1}e^{\gamma(1+u)/2}\,du
=\frac{4\pi r_s^2}{\gamma}(e^\gamma-1).
$$

The factor $1/\gamma$ is again the angular width, but there is also an area $r_s^2$. From $r_s=2Z/(\varepsilon kT\gamma)$, a field sweep at fixed temperature gives $S\propto(e^\gamma-1)/\gamma^3$, with slope

$$
\frac{d\ln S}{d\gamma}=\frac1{1-e^{-\gamma}}-\frac3\gamma .
$$

Hartke's high-field factor $e^\gamma/\gamma$ therefore belongs to a fixed attempt rate per solid angle. It is not a general law for escape in three dimensions. The sphere estimate has its own limits: it counts recrossing electrons as escaped, it needs thermal supply up to the saddle, and it should not be continued to zero field, where $r_s$ becomes infinite.

This part has derived Hartke's angular-average emission factor, compared it with the one-dimensional Frenkel factor, and shown that its high-field form belongs to a fixed attempt rate per solid angle. What remains is a worked example with rough hafnium dioxide values, and the limits that tunnelling, scattering, screening, neighbouring charges and film size place on the classical rate.
